Connolly-Williams inversion for five fcc structures with nearest-neighbour clusters

**Question**

I am trying to build the smallest useful cluster expansion for an fcc alloy of A and B. The input is five energies per atom: fcc A, A3B in L12 order, AB in L10 order, AB3 in L12 order, and fcc B. The clusters are the empty cluster and the nearest-neighbour point, pair, triangle and tetrahedron, so I have five equations for five interactions.

I am stuck in three places. First, I do not see how to get the correlations without listing clusters over a large piece of crystal, and I am not sure I would list them all. Second, when I try to invert the matrix I cannot tell whether the answer is an interaction per cluster or per atom. Third, the fit will reproduce my five energies whatever they are, so what does it say about a sixth structure?

To practise I use round model formation energies, not those of a real alloy: 0, −6, −8, −5 and 0 mHa per atom, in the order above. Could someone work it through completely?

**Answer**

**Conventions**

Give each site a spin σ = +1 if it holds A and σ = −1 if it holds B. The correlation Π_k is the product of the spins on a cluster of k sites, averaged over all clusters of that kind in the crystal. For the empty cluster, Π_0 = 1. The model energy per atom is

E = Σ_k m_k J_k Π_k = Σ_k V_k Π_k,  V_k = m_k J_k,  k = 0, …, 4.

Here m_k is the number of clusters per site, each counted once. J_k is therefore the interaction per cluster, and V_k is its total weight per atom. Solving the linear equations with the correlations as matrix gives V_k; dividing by m_k then gives J_k. That settles your second point, once the m_k are known.

Stopping at these five clusters is an assumption about the alloy. I return to it at the end.

**Counting the clusters**

Measure positions in units of half the cubic lattice constant. The fcc sites are then the integer points with x+y+z even, and the neighbours of the origin are (±1, ±1, 0) and its permutations, 12 in all. Each pair has two ends, so m_2 = 12/2 = 6.

Take the pair (0,0,0), (1,1,0). The sites that neighbour both are

(1,0,1), (1,0,−1), (0,1,1), (0,1,−1).

Each pair thus belongs to 4 triangles. A triangle contains 3 pairs, so m_3 = 6·4/3 = 8.

Now complete the triangle with (1,0,1). Of the other three candidates, (0,1,1) differs from (1,0,1) by (−1,1,0), a neighbour vector. The other two differ from it by (0,0,−2) and (−1,1,−2), which are not. Each triangle therefore belongs to one tetrahedron. A tetrahedron has 4 faces, so m_4 = 8/4 = 2. In summary,

m_0, m_1, m_2, m_3, m_4 = 1, 1, 6, 8, 2.

All nearest-neighbour pairs are equivalent by symmetry, and so are all sites. With 2 tetrahedra per site, each site lies in 2·4 = 8 tetrahedra and each pair in 2·6/6 = 2.

**Why one tetrahedron is enough**

Clusters of one kind all lie in the same number of tetrahedra. Averaging over all pairs in the crystal is therefore the same as averaging over the 6 pairs of each tetrahedron and then over all tetrahedra. The same holds for points and triangles.

Next, divide the fcc lattice into four simple cubic sublattices, starting at (0,0,0), (1,1,0), (1,0,1) and (0,1,1). A neighbour vector has two odd components, so it always leads to a different sublattice. Four mutual neighbours must then occupy all four sublattices, one site on each.

- L12 A3B has B on one sublattice.
- L10 AB has B on two, for example the two with odd z, which gives alternating layers of A and B.
- L12 AB3 has B on three.

Label the five structures by n = 0, 1, 2, 3, 4. In structure n every tetrahedron holds n atoms of B, and the correlations follow from a single tetrahedron.

**The correlations**

For A3B the spins are +, +, +, −.

- Point: (3 − 1)/4 = 1/2.
- Pair: 3 pairs avoid B and give +1, 3 contain it and give −1. The mean is 0.
- Triangle: 1 avoids B and gives +1, 3 contain it and give −1. The mean is (1 − 3)/4 = −1/2.
- Tetrahedron: −1.

For AB the spins are +, +, −, −.

- Point: 0.
- Pair: 2 like and 4 unlike pairs give (2 − 4)/6 = −1/3.
- Triangle: leaving out a B leaves +, +, − with product −1; leaving out an A leaves +, −, − with product +1. Each happens twice, so the mean is 0.
- Tetrahedron: +1.

Exchanging A and B reverses every spin, which multiplies Π_k by (−1)^k. This gives AB3 from A3B, and B from A, where all correlations are 1. The table is

n, structure: Π_0, Π_1, Π_2, Π_3, Π_4
0, A: 1, 1, 1, 1, 1
1, A3B: 1, 1/2, 0, −1/2, −1
2, AB: 1, 0, −1/3, 0, 1
3, AB3: 1, −1/2, 0, 1/2, −1
4, B: 1, −1, 1, −1, 1

The zero pair correlation of L12 does not mean disorder. A random alloy with the same composition has Π_2 = (1/2)² = 1/4, so L12 has more unlike pairs than the random alloy.

**The inversion**

The rows of the table give

E0 = V0 + V1 + V2 + V3 + V4
E1 = V0 + V1/2 − V3/2 − V4
E2 = V0 − V2/3 + V4
E3 = V0 − V1/2 + V3/2 − V4
E4 = V0 − V1 + V2 − V3 + V4.

The sign rule for exchanging A and B separates odd from even k. Differences contain only the odd terms:

(E0 − E4)/2 = V1 + V3
E1 − E3 = V1 − V3.

Half the sum and half the difference of these lines are

V1 = (E0 + 2E1 − 2E3 − E4)/4
V3 = (E0 − 2E1 + 2E3 − E4)/4.

For the even terms define S0 = (E0 + E4)/2 and S1 = (E1 + E3)/2. Then

S0 = V0 + V2 + V4
S1 = V0 − V4
E2 = V0 − V2/3 + V4.

Subtracting the third line from the first leaves S0 − E2 = 4V2/3, so

V2 = 3(S0 − E2)/4 = 3(E0 − 2E2 + E4)/8.

The third line now gives

V0 + V4 = E2 + V2/3 = E2 + (S0 − E2)/4 = (S0 + 3E2)/4.

Combining this with V0 − V4 = S1,

V0 = (S0 + 4S1 + 3E2)/8 = (E0 + 4E1 + 6E2 + 4E3 + E4)/16
V4 = (S0 − 4S1 + 3E2)/8 = (E0 − 4E1 + 6E2 − 4E3 + E4)/16.

Dividing by m_k = 1, 1, 6, 8, 2 gives the interactions per cluster:

J0 = (E0 + 4E1 + 6E2 + 4E3 + E4)/16
J1 = (E0 + 2E1 − 2E3 − E4)/4
J2 = (E0 − 2E2 + E4)/16
J3 = (E0 − 2E1 + 2E3 − E4)/32
J4 = (E0 − 4E1 + 6E2 − 4E3 + E4)/32.

The elimination never divided by zero, so the solution is unique. The determinant of the matrix is 32/3.

**A second route to the inverse**

The coefficients 1, 4, 6, 4, 1 are the numbers of ways to place n B atoms on four sites, C(4,n). To see why they appear, assign the energy E_n to each of the 16 occupations of a tetrahedron with n B atoms. Let φ_α be the product of the spins on a subset α of its sites. In φ_α φ_β the spins shared by α and β square to 1. If any spin remains, summing over its two values gives zero. Hence

(1/16) Σ_occupations φ_α φ_β = 1 if α = β, and 0 otherwise.

On one tetrahedron Π_k is the mean of the C(4,k) products φ_α with k sites, so each of them enters the energy with coefficient V_k/C(4,k). Multiplying the energy by one such φ_α and averaging over the 16 occupations isolates that coefficient. Averaging the result over all α with k sites replaces φ_α by Π_k, and therefore

V_k = [C(4,k)/16] Σ_n C(4,n) Π_k(n) E_n.

For k = 2 this is (6/16)(E0 − 2E2 + E4), as before.

**What the signs mean**

With this convention a positive J2 raises the energy of like neighbours and lowers that of unlike ones. Suppose the energy consists of nearest-neighbour bonds a (AA), b (BB) and d (AB). There are 6 bonds per atom, divided as in one tetrahedron:

E0 = 6a, E1 = 3a + 3d, E2 = a + b + 4d, E3 = 3b + 3d, E4 = 6b.

Inserting these gives

J2 = (4a + 4b − 8d)/16 = (a + b − 2d)/4.

The combination in J3 is 6a − (6a + 6d) + (6b + 6d) − 6b = 0. The one in J4 is 6a + 6b − (12a + 12b + 24d) + (6a + 6b + 24d) = 0. For such a bond model the triangle and tetrahedron terms vanish. If they do not vanish, nearest-neighbour bonds of fixed strength cannot reproduce the five energies.

**Your numbers**

With energies 0, −6, −8, −5, 0 in mHa per atom,

J0 = (−24 − 48 − 20)/16 = −5.75 mHa
J1 = (−12 + 10)/4 = −0.5 mHa
J2 = 16/16 = 1 mHa = 27.2 meV
J3 = (12 − 10)/32 = 0.0625 mHa = 1.70 meV
J4 = (24 − 48 + 20)/32 = −0.125 mHa = −3.40 meV.

The weights V0 to V4 are −5.75, −0.5, 6, 0.5 and −0.25 mHa per atom. Putting them back into two rows of the table gives

A3B: −5.75 − 0.25 + 0 − 0.25 + 0.25 = −6
AB: −5.75 + 0 − 2 + 0 − 0.25 = −8.

You used formation energies. With total energies instead, you would add a straight line in the B concentration c, running from e_A at pure A to e_B at pure B. Since Π_1 = 1 − 2c, that line is

(1 − c)e_A + c e_B = (e_A + e_B)/2 + [(e_A − e_B)/2] Π_1.

The choice of reference therefore changes J0 and J1 and leaves J2, J3 and J4 alone.

**What the model says about other structures**

Take any arrangement of A and B on the fcc sites, and let w_n be the fraction of its tetrahedra that hold n B atoms. By the averaging argument above, its correlations are Π_k = Σ_n w_n Π_k(n). Inserting this in the energy gives

E = Σ_k V_k Σ_n w_n Π_k(n) = Σ_n w_n E_n.

The fitted model is a weighted mean of your five inputs. Every site lies in 8 tetrahedra, so the weights also fix the concentration, c = Σ_n w_n n/4.

This gives a lower bound on the energy. Let h(c) be the lower convex hull of the five points (n/4, E_n). Since E_n ≥ h(n/4) and h is convex,

E ≥ Σ_n w_n h(n/4) ≥ h(Σ_n w_n n/4) = h(c).

Your energies change by −6, −2, +3, +5 from one structure to the next. These steps increase, so all five points lie on the hull. Within this model, no fcc arrangement can lie below the straight lines joining neighbouring inputs.

As an example take L11, in which (111) layers of A and B alternate. The tetrahedron (0,0,0), (1,1,0), (1,0,1), (0,1,1) has x+y+z = 0, 2, 2, 2: one site in one layer and three in the next. Inversion gives the other orientation, with the same division. Every tetrahedron is thus A3B or AB3, and c = 1/2 requires equal numbers of the two. The prediction is

E(L11) = (−6 − 5)/2 = −5.5 mHa per atom,

which is 2.5 mHa per atom above L10.

In a fully random alloy the sites are independent and the mean spin is 1 − 2c. The mean of a product is then the product of the means, Π_k = (1 − 2c)^k, so

E_random(c) = Σ_k V_k (1 − 2c)^k.

At c = 1/2 only V0 remains, which gives J0 a meaning: within the five-cluster model it is the energy of the random alloy at equal composition, here −5.75 mHa per atom. L10 lies 2.25 below it, while L11 lies 0.25 above it. At c = 1/4,

E_random = −5.75 − 0.25 + 1.5 + 0.0625 − 0.0156 = −4.45 mHa per atom,

and L12 lies 1.55 below. Averages over sampled random crystals give −4.462 ± 0.017 at c = 1/4 and −5.762 ± 0.008 at c = 1/2, where the uncertainties are standard errors. These are energies without short-range order, not free energies at a finite temperature.

**What the five energies cannot tell you**

Suppose the real alloy also has a pair interaction K between second neighbours, which are separated by (±2,0,0) and its permutations. Such a vector has even components and stays on one sublattice. In all five input structures each sublattice holds one species, so the second-neighbour correlation is 1 in every one of them. There are 6/2 = 3 such pairs per site. The interaction adds the same 3K to all five energies, and the inversion puts it into J0. The fit remains perfect and gives no sign that K exists.

The structure D022, also A3B, exposes the problem. In the L12 structure described above, B occupies the sites with x, y and z all even. The layers with odd z are pure A. In each layer with even z, A and B alternate between nearest neighbours. To make D022, shift every second one of these mixed layers by (1,1,0), which exchanges A and B within it.

A nearest-neighbour tetrahedron has two neighbouring sites in one layer and two in the next. One of these layers is mixed and contributes one A and one B; the other contributes two A. This is true before and after the shift. D022 therefore has the same five correlations as L12, and the fitted model gives it the same energy, −6 mHa per atom.

Its second neighbours are different. Along x and y they are still alike, so both directions give +1. Along z, a site in a pure A layer meets another A and gives +1, while a site in a mixed layer meets the opposite species and gives −1. Half the sites are of each type, so this direction averages to 0. The second-neighbour correlation of D022 is (1 + 1 + 0)/3 = 2/3, and the error of the fitted model is

E_true − E_fit = 3K(2/3 − 1) = −K.

With K = 0.2 mHa, and the other terms chosen to keep your five energies unchanged, J0 absorbs 0.6 mHa per atom. The true energy of D022 is then −6.2 mHa per atom, against a fitted −6.0. D022 would lie below L12, although the fit to the inputs has no error. The random alloy is affected too: its second-neighbour correlation is (1 − 2c)², which is 0 at c = 1/2, so its true energy is J0 − 3K = −6.35 mHa per atom rather than the fitted −5.75.

So the answer to your third question is that reproducing the five inputs is no evidence for the truncation. Calculate structures that were left out of the fit and compare. The model demands E(D022) = E1 and E(L11) = (E1 + E3)/2. The second-neighbour pair breaks both: in L11 a step (±2,0,0) changes x+y+z by 2 and reaches the adjacent layer, so the second-neighbour correlation is −1 and the error is 3K(−1 − 1) = −6K, against −K for D022. When all energies are taken on the ideal lattice at one common volume, a deviation in either structure shows that some omitted cluster matters, but not which one, because larger clusters can also separate these structures from the inputs. The octahedron centred at (0,0,1), for example, holds two B atoms in L12 and only one in D022, so its spin product changes from +1 to −1. Agreement, on the other hand, does not prove the truncation. A third-neighbour vector such as (2,1,1) has two odd components, so in the five inputs its correlation equals Π_2 and the fit absorbs such a pair into V2. In L11 half of these vectors join like atoms and half unlike, so the correlation is 0, equal to Π_2 there, and L11 does not reveal this pair.

Two conditions concern the input. All five energies must follow one convention: either a common volume, which gives interactions for that volume, or each structure at its own relaxed geometry. If L10 relaxes to a slightly tetragonal cell, keep the correlations of the ideal lattice, because they record which species sits on which site, not the distances. This holds only while the structure stays close to fcc: at c/a = 1/√2 each atom has 8 unlike and then 6 like neighbours, which is the bcc-based B2 structure, and its energy does not belong in an fcc fit. With relaxed volumes, E(L11) = (E1 + E3)/2 can fail even when only nearest neighbours interact: if A and B differ in size, the bond energies depend on bond length, and L11, A3B and AB3 relax to different volumes. Whether interactions fitted to relaxed energies also describe the relaxation of other structures has to be checked in the same way, on structures outside the fit.

The numerical check counts all clusters in a periodic crystal of 256 sites, recovers known interactions from energies defined by counting atoms of each species, and tests the hull bound on all 256 occupations of an 8-site cell.

Table of computed values

```
sites in the test crystal: 256
clusters per site (empty, point, pair, tri, tet): [1, 1, 6, 8, 2]
tetrahedra sharing a point, pair, triangle: [8, 2, 1]
correlations (empty, point, pair, triangle, tetrahedron):
  A        ['1', '1', '1', '1', '1']
  A3B L12  ['1', '1/2', '0', '-1/2', '-1']
  AB L10   ['1', '0', '-1/3', '0', '1']
  AB3 L12  ['1', '-1/2', '0', '1/2', '-1']
  B        ['1', '-1', '1', '-1', '1']
determinant of the matrix: 32/3
16 x inverse matrix, rows V0..V4, columns E0..E4:
  V0 ['1', '4', '6', '4', '1']
  V1 ['4', '8', '0', '-8', '-4']
  V2 ['6', '0', '-12', '0', '6']
  V3 ['4', '-8', '0', '8', '-4']
  V4 ['1', '-4', '6', '-4', '1']
input formation energies (mHa/atom): [0.0, -6.0, -8.0, -5.0, 0.0]
V0 = -5.7500 mHa/atom, J0 = -5.7500 mHa
V1 = -0.5000 mHa/atom, J1 = -0.5000 mHa
V2 = 6.0000 mHa/atom, J2 = 1.0000 mHa
V3 = 0.5000 mHa/atom, J3 = 0.0625 mHa
V4 = -0.2500 mHa/atom, J4 = -0.1250 mHa
J2 = 27.211 meV
J3 = 1.701 meV
J4 = -3.401 meV
rebuilt energies (mHa/atom): ['0.0000', '-6.0000', '-8.0000', '-5.0000', '0.0000']
L11 correlations (point, pair, tri, tet): ['0', '0', '0', '-1']
predicted L11 energy: -5.5000 mHa/atom
predicted D022 energy: -6.0000 mHa/atom
random alloy, B concentration 0.25: -4.4531 mHa/atom
  sampled: -4.462 +- 0.017 mHa/atom
  ordered minus random: -1.5469 mHa/atom
random alloy, B concentration 0.50: -5.7500 mHa/atom
  sampled: -5.762 +- 0.008 mHa/atom
  ordered minus random: -2.2500 mHa/atom
second-neighbour correlation, five inputs: ['1', '1', '1', '1', '1']
second-neighbour correlation, D022: 2/3
hidden second-neighbour interaction: 0.2000 mHa
amount absorbed by J0: 0.6000 mHa/atom
D022 true energy: -6.2000 mHa/atom
D022 fitted energy: -6.0000 mHa/atom
D022 true minus fitted: -0.2000 mHa/atom
```
